How much ammonia survives gas equilibrium at 773 K and 1 bar

**Exercise**

Pure ammonia is heated to T = 773 K, about 500 °C, and held at a constant total pressure P = 1 bar until the gas reaches full chemical equilibrium:

2 NH₃ ⇌ N₂ + 3 H₂

The standard free energy of formation of ammonia, g(T), is tabulated per mole of NH₃:

600 K: g = 15.879 kJ/mol
700 K: g = 27.190 kJ/mol
800 K: g = 38.662 kJ/mol

Show that the equilibrium gas contains slightly more than 0.1 percent ammonia by mole fraction. Find also how much ammonia remains as a fraction of the original amount, and explain why the two percentages differ.

Treat the gases as ideal, take NH₃, N₂ and H₂ as the only species, and assume that no solid takes up nitrogen or hydrogen. The standard pressure is P₀ = 1 bar.

**Hints**

1. The table refers to the formation of one mole of NH₃ from ½ mole of N₂ and 3/2 mole of H₂, each gas at P₀ and at the same temperature T. The free energies of formation of N₂ and H₂ are therefore zero.

2. Start from one mole of NH₃ and let a be the fraction that has decomposed. Express all three amounts, and their total, through a. The total is not constant.

3. At fixed T and P, equilibrium is the minimum of the Gibbs energy G. Calculate dG/da and set it to zero. The powers of a, 1 − a and 1 + a combine into a simple expression.

4. Between 700 K and 800 K, g may be taken as a straight line in T. The 600 K row shows how good this is.

**Solution**

*Amounts and pressures.* Decomposing a moles of NH₃ yields a/2 moles of N₂ and 3a/2 moles of H₂. The amounts are

n(NH₃) = 1 − a, n(N₂) = a/2, n(H₂) = 3a/2

and their sum is

n = 1 − a + a/2 + 3a/2 = 1 + a.

Complete decomposition thus doubles the number of moles. With p = P/P₀, the partial pressures in units of P₀ are

p(NH₃) = (1 − a) p/(1 + a)
p(N₂) = (a/2) p/(1 + a)
p(H₂) = (3a/2) p/(1 + a).

*The equilibrium condition.* At constant T and P, dG is the sum of μᵢ dnᵢ over the species. When a grows by da, the amounts change by −da, da/2 and 3da/2, so

dG/da = −μ(NH₃) + ½ μ(N₂) + (3/2) μ(H₂).

For an ideal gas μᵢ = μᵢ° + RT ln pᵢ, where μᵢ° is the value at the standard pressure. By the definition of the free energy of formation,

g = μ°(NH₃) − ½ μ°(N₂) − (3/2) μ°(H₂).

The standard terms in dG/da are the negative of this, because decomposition is the reverse of formation. Hence

dG/da = −g + RT ln Q,
Q = p(N₂)^(1/2) p(H₂)^(3/2) / p(NH₃).

Now insert the partial pressures. The numerator of Q is

(1/2)^(1/2) (3/2)^(3/2) a² p²/(1 + a)².

The numerical factor is 3^(3/2)/2² = 3√3/4 = 1.299. Dividing by p(NH₃) means multiplying by (1 + a)/[(1 − a) p], which removes one factor p and one factor 1 + a:

Q = (3√3/4) p a²/[(1 + a)(1 − a)] = (3√3/4) p a²/(1 − a²).

As a goes from 0 to 1, Q rises steadily from zero to infinity. The slope dG/da therefore rises from −∞ to +∞ and passes through zero once. At that point G has its minimum, so there is a single equilibrium composition. The slope at a = 0 also shows that pure ammonia is never the equilibrium state in this model: the first trace of decomposition always lowers G, because of the entropy of mixing.

*Solving for a.* Setting dG/da = 0 gives Q = exp(g/RT) = 1/K, where

K = exp(−g/RT)

is the equilibrium constant of formation. Multiply Q = 1/K by K and by (1 − a²)/a²:

(1 − a²)/a² = κ, with κ = (3√3/4) K p.

The left side is 1/a² − 1, so 1/a² = 1 + κ. Since a is positive,

a = 1/√(1 + κ).

The mole fraction of ammonia is the amount 1 − a divided by the total 1 + a:

x = (1 − a)/(1 + a).

The amount of ammonia that remains, as a fraction of the original amount, is 1 − a, without the division.

*The free energy at 773 K.* The slope between the last two rows is

(38.662 − 27.190)/100 = 0.11472 kJ/(mol K),

so that

g(773 K) = 27.190 + 73 × 0.11472 = 35.565 kJ/mol.

A straight line in T has a thermodynamic meaning. Since g = ΔH − TΔS, it treats the enthalpy ΔH and entropy ΔS of formation as constant over the interval. Their values are

ΔS = −114.72 J/(mol K)
ΔH = g + TΔS = 27.190 − 700 × 0.11472 = −53.11 kJ/mol.

The curvature of g can be estimated from the three rows:

g″ ≈ (38.662 − 2 × 27.190 + 15.879)/100² = 1.61 × 10⁻⁵ kJ/(mol K²).

For a curve with constant g″, a chord from T₁ to T₂ lies above the curve by ½ g″ (T − T₁)(T₂ − T). Here this is ½ × 1.61 × 10⁻⁵ × 73 × 27 = 0.016 kJ/mol. The three-row value of g″ belongs to 700 K, and the curvature falls as T rises, so this is an upper estimate. Compared with RT = 6.427 kJ/mol, it changes K by at most about 0.25 percent of its value, which is negligible here.

*The composition.* The numbers now follow in order:

g/RT = 35.565/6.4271 = 5.534
K = exp(−5.534) = 0.00395
κ = 1.299 × 0.003952 × 1 = 0.00513
a = 1/√1.005134 = 0.99744
x = 0.002557/1.997443 = 0.00128.

The equilibrium gas contains **0.13 percent ammonia by mole fraction**, as was to be shown. The partial pressure of ammonia is 0.00128 bar, or 0.96 Torr. The rest is 25 percent N₂ and 75 percent H₂, to the nearest percent.

The remaining amount of ammonia is 1 − a = 0.26 percent of the original amount, twice as large. There is no conflict: for every thousand ammonia molecules at the start, about 2.6 are present at the end, but the thousand have turned into nearly two thousand molecules of gas. This is a net count. At equilibrium ammonia keeps decomposing and re-forming, so the molecules present need not be ones that have stayed intact from the start. The figure of slightly more than 0.1 percent describes the composition of the final gas, not the yield counted on the initial ammonia.

*Where the size comes from.* When κ is small, 1/√(1 + κ) ≈ 1 − κ/2. Then 1 − a ≈ κ/2 and 1 + a ≈ 2, which gives

x ≈ κ/4 = (3√3/16) K p = 0.325 K p.

This can be read directly. Almost all the gas is N₂ and H₂ in the ratio 1:3, with partial pressures p/4 and 3p/4. The law of mass action then gives p(NH₃) = K (p/4)^(1/2) (3p/4)^(3/2) = (3√3/16) K p², and division by p gives x. At 773 K and 1 bar the approximation yields 0.1283 percent, against 0.1280 percent from the full formula.

In the opposite limit, κ ≫ 1, the decomposed fraction is a ≈ 1/√κ, and x ≈ 1 − 2/√κ approaches one. At 1 bar this needs K ≫ 1, hence a clearly negative g and a temperature well below those in the table.

*Pressure.* For small κ the ammonia fraction is proportional to pressure, because formation reduces the number of molecules. At 773 K the full formula gives 0.0128 percent at 0.1 bar and 1.25 percent at 10 bar. The second value is slightly below ten times the 1 bar value, since κ is no longer very small.

The condition of constant pressure therefore matters. Suppose a rigid vessel held pure ammonia at 1 bar and 773 K before any decomposition. Its pressure would rise to 1 + a, nearly 2 bar, and the equilibrium fraction would be about 0.25 percent instead of 0.13 percent.

*How secure is the result?* For small κ, x is proportional to K = exp(−g/RT), so a small error δg changes x by the relative amount −δg/RT. An assumed error of 0.4 kJ/mol in the table is 6 percent of RT and moves x between 0.120 and 0.136 percent. The second digit of 0.13 is therefore not secure against such an error, while "slightly more than 0.1 percent" is.

For temperature, write ln K = −ΔH/RT + ΔS/R. With ΔH and ΔS constant, the derivative is

d ln K/dT = ΔH/(RT²) = −53.11/(6.427 × 773) = −0.0107 per K.

A furnace error of 5 K thus changes x by about 5 percent of its value, giving 0.121 percent at 778 K and 0.135 percent at 768 K. Heating lowers the ammonia content because formation releases heat.

Non-ideality can be sized with van der Waals second virial coefficients, B = b − a_w/RT. Rough constants for NH₃, N₂ and H₂ are a_w = 4.2, 1.4 and 0.25 L² bar/mol² and b = 0.037, 0.039 and 0.027 L/mol. For unlike pairs, take the geometric mean of a_w and the arithmetic mean of b. The resulting fugacity coefficients raise x by 0.07 percent of its value. With constants this rough only the size is meaningful: an increase of about 0.1 percent of the value or less. At 1 bar and this temperature, the error of the ideal-gas assumption is much smaller than the effects of the errors in g and T assumed above.

**Variation 1: when does the ammonia content fall to 0.1 percent?**

Keep P = 1 bar and ask for the temperature at which x = 0.001.

Invert the formula for x first. From x(1 + a) = 1 − a follows a = (1 − x)/(1 + x), and therefore

κ = 1/a² − 1 = [(1 + x)² − (1 − x)²]/(1 − x)² = 4x/(1 − x)².

For x = 0.001 this is κ = 0.004008. Division by 1.299 gives K = 0.003085, so g/RT = −ln K = 5.781.

With g = ΔH − TΔS, the condition is ΔH − TΔS = 5.781 RT, or

T = ΔH/(ΔS + 5.781 R) = −53114/(−114.72 + 48.07) = 797 K.

With the tabulated g, the ammonia content thus stays above 0.1 percent for another 24 K. The error of 0.4 kJ/mol in g assumed above moves this temperature between 791 K and 803 K. The table rows agree with this picture: the full formula gives 0.30 percent at 700 K and 0.097 percent at 800 K. The phrase "slightly more than 0.1 percent" belongs to the stated temperature and pressure, not to hot ammonia in general.

The same margin can be expressed as an error in the table. At 773 K, g would have to be larger by RT ln(0.003952/0.003085) = 1.6 kJ/mol to bring x down to 0.1 percent. This is four times the error assumed above.

**Variation 2: a nitriding furnace that has not reached equilibrium**

Gas nitriding of steel is carried out near 500 °C and near atmospheric pressure, in flowing ammonia. Suppose that 30 percent of the ammonia molecules have decomposed. How strongly does this gas drive nitrogen into the steel, compared with the equilibrium gas at the same T and P?

Put a = 0.30 into the partial pressures, with 1 + a = 1.30:

p(NH₃) = 0.70/1.30 = 0.538 bar
p(N₂) = 0.15/1.30 = 0.115 bar
p(H₂) = 0.45/1.30 = 0.346 bar.

Here a counts decomposed molecules. The volume fraction of N₂ and H₂ together is 46 percent, so a quoted "degree of dissociation" must say which of the two it means.

Ammonia delivers nitrogen to the metal through NH₃ → N(dissolved) + (3/2) H₂. If this surface reaction is in balance, the chemical potential of the dissolved nitrogen is

μ(N) = μ(NH₃) − (3/2) μ(H₂).

The gas enters through the nitriding potential

K_N = p(NH₃)/p(H₂)^(3/2) = 0.5385/0.3462^(3/2) = 2.64 bar^(−1/2).

To see what this means, ask which fugacity f of N₂, in bar, would give the same μ(N) through ½ N₂ → N(dissolved). Equating the two expressions,

½ μ°(N₂) + ½ RT ln f = μ°(NH₃) − (3/2) μ°(H₂) + RT ln K_N.

Moving ½ μ°(N₂) to the right produces g, so ½ ln f = g/RT + ln K_N = ln(K_N/K), and

f = (K_N/K)² = (2.644/0.003952)² = 4.5 × 10⁵ bar.

This is a measure of chemical potential, not a pressure present in the furnace. For the fully equilibrated gas, K_N is 0.00197 bar^(−1/2), and the same formula returns f = 0.25 bar, the actual N₂ pressure. The difference in μ(N) between the two gases is RT ln(2.644/0.00197) = 46 kJ/mol.

The comparison shows why the result of the exercise does not describe this furnace gas. Temperature and pressure are in the right range, but the gas leaves before its decomposition is complete. The steel also takes up nitrogen, which the exercise excluded; the partial pressures above neglect the amount removed from the gas in this way. With 30 percent decomposed the gas holds 54 percent ammonia instead of 0.13 percent, a factor of about 420. No correction estimated above comes near this. The free energies fix the composition towards which the gas moves, but they contain no information about how long it takes.

The nitrogen need not stay dissolved. For pure iron at this temperature the α solid solution is stable only up to K_N of roughly 0.3 bar^(−1/2). At 2.64 bar^(−1/2) a layer of iron nitride forms, and μ(N) then refers to nitrogen at the surface of that layer. The value of f is also conditional. It assumes that the surface exchanges nitrogen with NH₃ and H₂ and does not lose it as N₂. If nitrogen atoms also recombine and leave as N₂, the surface settles at a lower nitrogen potential than the one calculated here.
